# Matérn correlation of a rough resist edge from its power spectrum

A model resist edge whose power spectrum contains the length $L=20$ nm has a correlation of 0.477 between two points 20 nm apart. An exponential correlation with the same $L$ would have fallen to $1/e=0.368$ there. The difference comes from the exponent of the spectrum, and it can be followed by carrying out the Fourier integral.

Let $y(z)$ be the deviation of one edge from its mean line at position $z$ along the line. It is taken to be real and stationary, with zero mean, so its covariance $R(r)=\langle y(z)\,y(z+r)\rangle$ depends on the separation $r$ alone. Gaussian statistics are not needed, since only second moments enter. The power spectral density is two-sided, defined for positive and negative spatial frequency $f$, with

$$P(f)=\frac{P_0}{[1+(2\pi fL)^2]^{H+1/2}},\qquad R(r)=\int_{-\infty}^{\infty}P(f)\,e^{2\pi ifr}\,df ,$$

where $P_0$, $L$ and $H$ are positive. In these conventions $P_0$ has the unit nm³. A one-sided density, integrated over $f>0$ alone, must be twice as large to give the same variance.

Because $P$ is even, the sine part of the exponential integrates to zero. Put $u=2\pi fL$, so that $df=du/(2\pi L)$ and $2\pi fr=ur/L$. With $x=|r|/L$,

$$R(r)=\frac{P_0}{2\pi L}\,I(x),\qquad I(x)=\int_{-\infty}^{\infty}\frac{\cos(ux)}{(1+u^2)^a}\,du,\qquad a=H+\tfrac12 .$$

The awkward power can be turned into an exponential. In $\Gamma(a)=\int_0^\infty s^{a-1}e^{-s}ds$ substitute $s=(1+u^2)t$ and divide by $\Gamma(a)(1+u^2)^a$:

$$\frac1{(1+u^2)^a}=\frac1{\Gamma(a)}\int_0^\infty t^{a-1}e^{-t(1+u^2)}\,dt .$$

The order of the $u$ and $t$ integrals may be exchanged if the double integral converges absolutely. Since $|\cos(ux)|\le1$, it is enough that $\int(1+u^2)^{-a}du$ is finite. The integrand falls as $|u|^{-2a}$, so this requires $2a>1$, that is, $H>0$. The same condition makes the variance finite.

The $u$ integral is now $G(x)=\int_{-\infty}^{\infty}e^{-tu^2}\cos(ux)\,du$. Differentiate it and use $u\,e^{-tu^2}=-(2t)^{-1}\,d(e^{-tu^2})/du$ in an integration by parts, whose boundary terms vanish:

$$G'(x)=-\int u\,e^{-tu^2}\sin(ux)\,du=-\frac{x}{2t}\,G(x).$$

With $G(0)=\sqrt{\pi/t}$ this gives $G(x)=\sqrt{\pi/t}\;e^{-x^2/(4t)}$. The factor $t^{-1/2}$ lowers the power $a-1=H-\frac12$ to $H-1$, and therefore

$$I(x)=\frac{\sqrt\pi}{\Gamma(H+\frac12)}\,J(x),\qquad J(x)=\int_0^\infty t^{H-1}e^{-t-x^2/(4t)}\,dt .$$

For $x>0$ substitute $t=(x/2)e^s$. Then $x^2/(4t)=(x/2)e^{-s}$, the exponent becomes $-x\cosh s$, and $t^{H-1}dt=(x/2)^He^{Hs}ds$. Hence

$$J(x)=2\left(\frac x2\right)^HK_H(x),\qquad K_H(x)=\frac12\int_{-\infty}^{\infty}e^{-x\cosh s+Hs}\,ds .$$

This integral is the modified Bessel function of the second kind. To see that it obeys the modified Bessel equation, let $g=e^{-x\cosh s+Hs}$. Each $x$ derivative brings down $-\cosh s$, so

$$x^2g_{xx}+xg_x-(x^2+H^2)g=(x^2\sinh^2s-x\cosh s-H^2)\,g=-\frac{\partial}{\partial s}\bigl[(x\sinh s+H)\,g\bigr].$$

The last equality uses $\partial g/\partial s=(H-x\sinh s)g$. The bracket vanishes at both ends, so integration over $s$ gives $x^2K_H''+xK_H'-(x^2+H^2)K_H=0$.

The behaviour at large $x$ fixes which solution this is. Put $s=w/\sqrt x$. Then $x(\cosh s-1)$ tends to $w^2/2$ and is never smaller than it, while $e^{Hs}$ tends to 1 and is at most $e^{H|w|}$ for $x\ge1$. The limit can therefore be taken inside the integral:

$$K_H(x)\simeq\frac{e^{-x}}{2\sqrt x}\int_{-\infty}^{\infty}e^{-w^2/2}dw=\sqrt{\frac{\pi}{2x}}\;e^{-x}.$$

A second solution is $K_H\int dx/(xK_H^2)$, which grows as $e^x/\sqrt x$. Decay together with the prefactor just found thus identifies the standard function $K_H$.

At $x=0$ the integral $J$ is simply $\Gamma(H)$. The variance $\sigma^2=R(0)$ and the normalized correlation $\rho=R/\sigma^2=J(x)/\Gamma(H)$ are

$$\sigma^2=\frac{P_0\,\Gamma(H)}{2\sqrt\pi\,L\,\Gamma(H+\frac12)},\qquad \rho(r)=\frac{2^{1-H}}{\Gamma(H)}\,x^HK_H(x),\qquad x=\frac{|r|}{L}.$$

This is the Matérn form. As $H\to0$, $\Gamma(H)$ grows as $1/H$ and the variance diverges, because the spectrum then falls too slowly at high frequency.

For $H=\frac12$ the Bessel function is elementary. The part of $e^{s/2}$ odd in $s$ drops out, leaving $K_{1/2}=\int_0^\infty e^{-x\cosh s}\cosh(s/2)\,ds$. Put $w=\sinh(s/2)$, so that $\cosh s=1+2w^2$ and $\cosh(s/2)\,ds=2\,dw$:

$$K_{1/2}(x)=2e^{-x}\int_0^\infty e^{-2xw^2}dw=\sqrt{\frac{\pi}{2x}}\;e^{-x}.$$

With $\Gamma(\frac12)=\sqrt\pi$ the prefactor of $\rho$ is $\sqrt{2x/\pi}$, which cancels the square root. The result is $\rho=e^{-x}$ with $\sigma^2=P_0/(2L)$. No other $H$ gives a pure exponential: the transform of $e^{-|r|/\ell}$ is $2\ell/[1+(2\pi f\ell)^2]$, which falls as $f^{-2}$, whereas $P$ falls as $f^{-(2H+1)}$. The two powers agree only for $H=\frac12$.

The case $H=\frac32$ shows what a steeper spectrum does. In the same substitution $\cosh(3s/2)=\cosh(s/2)(1+4w^2)$. The average of $w^2$ with weight $e^{-2xw^2}$ is $1/(4x)$, so $K_{3/2}=K_{1/2}(1+1/x)$ and $\rho=(1+x)e^{-x}$. This correlation starts as $1-x^2/2$, without the cusp of the exponential.

The start of the curve determines how rough the edge looks at short distance. The mean square height difference is

$$D(r)=\langle[y(z+r)-y(z)]^2\rangle=2\sigma^2[1-\rho(r)].$$

Let $q=x/2$. In $1-\rho=\Gamma(H)^{-1}\int_0^\infty t^{H-1}e^{-t}(1-e^{-q^2/t})dt$ substitute $t=q^2/v$. Apart from the reversal of the limits, $t^{H-1}dt$ becomes $q^{2H}v^{-H-1}dv$, so

$$1-\rho=\frac{q^{2H}}{\Gamma(H)}\int_0^\infty v^{-H-1}(1-e^{-v})\,e^{-q^2/v}\,dv .$$

For $0<H<1$ the last exponential can be replaced by 1 at leading order. Integration by parts gives $\int_0^\infty v^{-H-1}(1-e^{-v})dv=\Gamma(1-H)/H$. The boundary terms vanish as $v^{1-H}$ at zero and as $v^{-H}$ at infinity. Since $H\Gamma(H)=\Gamma(1+H)$,

$$1-\rho\simeq A\,q^{2H},\qquad A=\frac{\Gamma(1-H)}{\Gamma(1+H)} .$$

The replacement overestimates $1-\rho$. The excess contains the factor $1-e^{-q^2/v}$, and the inequality $1-e^{-v}\le v$ bounds it. With $w=q^2/v$,

$$0\le Aq^{2H}-(1-\rho)\le\frac{q^2}{\Gamma(H)}\int_0^\infty w^{H-2}(1-e^{-w})\,dw=\frac{q^2}{1-H}.$$

The last integral equals $\Gamma(H)/(1-H)$, again by parts. Thus $D$ grows as $r^{2H}$ at short distance, and $H$ is the roughness, or Hurst, exponent for $0<H<1$. At $H=1$ the coefficient diverges and the law fails. For $H>1$ one may expand $1-e^{-q^2/t}\simeq q^2/t$ under the original integral, which gives $1-\rho\simeq q^2/(H-1)$. Then $D$ grows as $r^2$ whatever the value of $H$, in agreement with the case $H=\frac32$. The Matérn formula itself holds for all $H>0$.

At long distance the limit of $K_H$ gives

$$\rho\simeq\frac{2^{1-H}}{\Gamma(H)}\sqrt{\frac\pi2}\;x^{H-1/2}e^{-x}.$$

The decay is exponential with length $L$ for every $H$, apart from a slowly varying power. This separates the Matérn form from the stretched exponential $e^{-x^{2H}}$. That function also has a deficit proportional to $r^{2H}$ at short distance, but its tail has a different exponent unless $2H=1$.

Setting $f=0$ in the forward transform $P(f)=\int R(r)e^{-2\pi ifr}dr$ gives $P_0=2\sigma^2\int_0^\infty\rho\,dr$. The integral length is therefore

$$\int_0^\infty\rho\,dr=\frac{P_0}{2\sigma^2}=\sqrt\pi\,L\,\frac{\Gamma(H+\frac12)}{\Gamma(H)} .$$

It equals $L$ at $H=\frac12$ and $\pi L/2$ at $H=1$.

The edge of the opening has $P_0=40$ nm³, $L=20$ nm and $H=0.7$. The variance formula gives $\sigma^2=0.798$ nm², hence $\sigma=0.893$ nm, or 8.93 Å, and $3\sigma=2.68$ nm. The integral length is $40/(2\times0.798)=25.1$ nm. The correlations are as follows.

| $r$ (nm) | Matérn | $e^{-x}$ | $e^{-x^{1.4}}$ |
|---|---|---|---|
| 2 | 0.959 | 0.905 | 0.961 |
| 10 | 0.723 | 0.607 | 0.685 |
| 20 | 0.477 | 0.368 | 0.368 |
| 40 | 0.194 | 0.135 | 0.071 |
| 60 | 0.076 | 0.050 | 0.010 |

The stretched exponential is close at 2 nm but about eight times too small at 60 nm. Between 40 and 60 nm the Matérn correlation falls by the factor $0.0763/0.1942=0.393$. The long-distance form predicts $(60/40)^{0.2}e^{-1}=0.399$. As a test of the whole formula, the Fourier integral was also evaluated by direct quadrature, with the same $P_0$ and $L$, for $H=0.3$, 0.5, 0.7, 1 and 1.5 at $x=0$, 0.1, 0.5, 1, 2 and 4. The largest difference in covariance was $2\times10^{-12}$ nm². At $H=0.7$ the quadrature also reproduces the Matérn column of the table.

At a separation of 2 nm, $D=2\times0.7976\times(1-0.9586)=0.0660$ nm², an rms height difference of 0.257 nm. The leading power law gives 0.281 nm, about 10 percent more than the full result. Here $q=2/40=0.05$, and $Aq^{2H}=0.0497$ exceeds $1-\rho=0.0414$ by 0.0083, just within the bound $0.05^2/0.3$. The excess is a fifth of $1-\rho$, so even one tenth of $L$ is not deep in the power-law regime for this $H$.

With $P_0$ and $L$ held fixed, the exponent changes both the amplitude and the apparent correlation length:

| $H$ | $\sigma$ (nm) | $1/e$ length (nm) | integral length (nm) |
|---|---|---|---|
| 0.3 | 1.20 | 12.5 | 13.8 |
| 0.5 | 1.00 | 20.0 | 20.0 |
| 0.7 | 0.89 | 25.9 | 25.1 |
| 1.0 | 0.80 | 33.2 | 31.4 |

A larger $H$ lowers the spectrum at every nonzero frequency, which reduces $\sigma$. Since the integral length is $P_0/(2\sigma^2)$, it must then increase. A quoted correlation length therefore needs its definition, and the value of $H$ is needed as well to convert it to $L$ or to a length defined in another way.

These parameters are round numbers in the rough range of chemically amplified resists for extreme-ultraviolet lithography, where $3\sigma$ is a few nanometres and correlation lengths are of order ten to a few tens of nanometres. Real measurements break the assumption of an infinitely long, sharply resolved and noise-free edge. For an edge image sampled every 2 nm, an independent detection error of 0.5 nm per point adds $0.25$ nm² to the variance, 31 percent of $\sigma^2$. Taken alone it raises the apparent $\sigma$ to $\sqrt{0.798+0.250}=1.02$ nm and $3\sigma$ to 3.07 nm. It is the largest of the effects on the variance considered here. Nonstationary edges, for instance near line ends, lie outside the model and are not sized.

Two other effects lower the variance. Subtracting the mean over an edge of length $W$ removes the variance of that mean, which follows by averaging $R(z-z')$ over both positions:

$$\frac2W\int_0^W\left(1-\frac rW\right)R(r)\,dr\simeq\frac{P_0}{W}\qquad(W\gg L).$$

For $W=2000$ nm the estimate is $40/2000=0.020$ nm². The full integral gives 0.0198 nm², or 2.5 percent of $\sigma^2$. Gaussian blur along the edge with standard deviation $b$ multiplies each Fourier amplitude by $e^{-2\pi^2f^2b^2}$ and the spectrum by its square, $e^{-(2\pi fb)^2}$. For $b=2$ nm the lost variance is 0.041 nm², or 5.2 percent.

The exponent is more fragile than the variance. White noise of variance $\sigma_n^2$ sampled at step $\Delta$ has the spectral floor $\sigma_n^2\Delta=0.25\times2=0.5$ nm³, because its variance is spread evenly over a frequency band of width $1/\Delta$. The model spectrum meets this floor at $f=0.0488$ nm⁻¹, only 6.1 times the knee frequency $1/(2\pi L)=0.00796$ nm⁻¹. With $u=2\pi fL=6.1$ there, the logarithmic slope of the unblurred spectrum is

$$\frac{d\ln P}{d\ln f}=-(2H+1)\frac{u^2}{1+u^2}\simeq-2.34,$$

already near its limit $-2.4$. Blur adds $-2(2\pi fb)^2$, which is $-0.75$ at this frequency for $b=2$ nm. If the noise floor were subtracted but the blur ignored, equating the local slope $-3.09$ to $-(2H+1)$ would give $H\simeq1.04$ instead of 0.7. The figure depends on where the slope is read. The blurred spectrum meets the floor lower, at 0.043 nm⁻¹, where the same reading gives $H\simeq0.95$. A likelihood fit of $P_0$, $L$, $H$ and the floor to the whole scatter-free spectrum, with blur ignored, returns $H\simeq0.92$, while the variance it implies is only about 4.5 percent low.

Sampling also folds high frequencies back, so that the sampled spectrum is $\sum_mP(f+m/\Delta)$ over all integers $m$. At the Nyquist frequency $1/(2\Delta)=0.25$ nm⁻¹ the terms $m=0$ and $m=-1$ are equal, which already doubles the spectrum. The remaining terms bring the factor to 2.24, from 0.0102 to 0.0229 nm³ without blur. The variance of each sample is unchanged by this folding, and at that frequency the noise floor is still some 22 times higher than the folded spectrum. For this edge, then, $H$ is better inferred from a fit that includes noise and blur. The fit should use spectra averaged over many edges, because the scatter in the spectrum of a single 2000 nm edge leaves $H$ poorly determined: the Cramér–Rao bound on its standard deviation is about 0.25 with the blur known and about 0.5 with the blur fitted as well, and it shrinks as the inverse square root of the number of independent edges. The Matérn covariance then follows from the fitted parameters, provided the edge spectrum has the form assumed here. That form is a fitting model, and a spectrum with a differently shaped knee has a different covariance.

## Computed results

```
P0, two-sided = 40.0 nm^3; one-sided = 80.0 nm^3
L = 20.0 nm; H = 0.70
Knee frequency 1/(2 pi L) = 0.00796 1/nm
Variance sigma^2 = 0.7976 nm^2
sigma = 0.8931 nm = 8.931 angstrom
3 sigma = 2.679 nm
Largest covariance error, quadrature vs formula = 2.1e-12 nm^2
Correlation: r (nm), quadrature, Bessel, exp(-x), exp(-x^(2H))
     2  0.95860  0.95860  0.90484  0.96097
    10  0.72306  0.72306  0.60653  0.68459
    20  0.47669  0.47669  0.36788  0.36788
    40  0.19416  0.19416  0.13534  0.07143
    60  0.07634  0.07634  0.04979  0.00951
Same P0 and L: H, sigma (nm), 1/e length (nm), integral length (nm)
  0.3  1.2040  12.531  13.796
  0.5  1.0000  20.000  20.000
  0.7  0.8931  25.903  25.075
  1.0  0.7979  33.162  31.416
RMS height difference at 2 nm = 0.2570 nm
Leading power law at 2 nm = 0.2815 nm
Edge length = 2000 nm; variance of mean = 0.01978 nm^2
Variance removed with mean = 2.48 percent
Blur std = 2.0 nm; lost variance = 0.0412 nm^2
Variance lost to blur = 5.16 percent
Sample step = 2.0 nm; Nyquist = 0.250 1/nm
True spectrum at Nyquist = 0.01019 nm^3
Aliased spectrum at Nyquist = 0.02286 nm^3
Aliased/true at Nyquist = 2.243
Noise std = 0.50 nm; added variance = 0.2500 nm^2
Added noise variance = 31.34 percent of sigma^2
Noise floor = 0.500 nm^3
Simulated noise floor = 0.503 nm^3
Spectrum meets noise floor at f = 0.04876 1/nm
```
